# One Equation for the Channel Gains of an Erbium-Fibre Amplifier

## The question

An erbium-doped fibre amplifier carries several beams at once. Pump light near 980 nm or 1480 nm excites the ions, and signals near 1550 nm take the energy out again. Every beam meets the same ions, so raising a signal that is being amplified lowers the gain of the others. The beams may also enter from opposite ends, and then no end of the fibre has all its fluxes known in advance.

The model is a set of coupled nonlinear differential equations with conditions at both ends. Without background loss and amplified spontaneous emission, it reduces to one equation for one number, the total photon flux leaving the fibre. That number fixes the gain of every channel.

## Ions and light

Channel $k$ has photon flux $Q_k(z)$ in photons per second, counted positive in either direction. Its direction is $u_k=+1$ if it enters at $z=0$ and $u_k=-1$ if it enters at $z=L$. The ions have density $n$ and fill a disc of area $A$. A fraction $x(z)$ is excited and a fraction $1-x$ is in the ground level. The excited level decays spontaneously with lifetime $\tau$.

Let $\Gamma_k$ be the fraction of the channel's power inside the doped disc, taken as constant along the fibre. The mean photon flux per unit area there is $\Gamma_kQ_k/A$. With absorption and emission cross-sections $\sigma_{a,k}$ and $\sigma_{e,k}$, a ground-level ion absorbs at the rate $\sigma_{a,k}\Gamma_kQ_k/A$, and an excited ion emits by stimulation at the rate $\sigma_{e,k}\Gamma_kQ_k/A$. A unit length of fibre holds $An$ ions, so $A$ cancels when these rates are counted per unit length. Define

$$\alpha_k=\Gamma_k\sigma_{a,k}n,\qquad g_k=\Gamma_k\sigma_{e,k}n,\qquad b_k=\alpha_k+g_k,\qquad \zeta=\frac{An}{\tau}.$$

Here $\alpha_k>0$ is the absorption coefficient with all ions in the ground level, and $g_k\ge0$ is the gain coefficient with all ions excited. The quantity $\zeta x$ is the number of spontaneous decays per second and per metre.

Each stimulated emission adds a photon and each absorption removes one. Along the channel's own direction,

$$u_k\frac{dQ_k}{dz}=\left[g_kx-\alpha_k(1-x)\right]Q_k=\left(b_kx-\alpha_k\right)Q_k. \tag{1}$$

In steady state, net absorption replaces the ions lost by spontaneous decay:

$$\zeta x=\sum_k\left(\alpha_k-b_kx\right)Q_k. \tag{2}$$

These equations assume identical two-level ions, an inversion uniform across the disc, and no upconversion between ions, excited-state absorption or reflections. A 980 nm pump excites a third level. If that level empties fast into the upper laser level, the pump fits the same form with $\sigma_e=0$. Spontaneous decay is kept in $\tau$. What is dropped is the small part of its light that the fibre guides and amplifies.

## The photon budget

Sum (1) over all channels. The right side is minus the right side of (2), so

$$\frac{d}{dz}\sum_ku_kQ_k=-\zeta x. \tag{3}$$

The net photon flow along the fibre falls only through spontaneous decay. Integrate (3) from $0$ to $L$. A forward channel contributes $Q_k(L)-Q_k(0)$, which is output minus input. A backward channel contributes $-[Q_k(L)-Q_k(0)]$. Its input is at $L$ and its output at $0$, so this is again output minus input. With $Q_{\rm in}$ and $Q_{\rm out}$ the totals over both ends,

$$Q_{\rm in}-Q_{\rm out}=\zeta S_L,\qquad S_L=\int_0^Lx\,dz. \tag{4}$$

## The gains and the closed equation

Divide (1) by $Q_k$ and integrate. The left side becomes $u_k\ln[Q_k(L)/Q_k(0)]$, which is $\ln(Q_k^{\rm out}/Q_k^{\rm in})$ for either direction. Hence the gain $G_k=Q_k^{\rm out}/Q_k^{\rm in}$ obeys

$$\ln G_k=b_kS_L-\alpha_kL. \tag{5}$$

The details of the inversion profile have dropped out, and only its integral remains. Replace $S_L$ by means of (4) and define the saturation flux $Q_k^{\rm s}=\zeta/b_k$:

$$G_k=\exp\left[-\alpha_kL+\frac{Q_{\rm in}-Q_{\rm out}}{Q_k^{\rm s}}\right]. \tag{6}$$

Multiply by $Q_k^{\rm in}$ and sum over $k$. The left side becomes $Q_{\rm out}$:

$$\boxed{\,Q_{\rm out}=\sum_kQ_k^{\rm in}\exp\left[-\alpha_kL+\frac{Q_{\rm in}-Q_{\rm out}}{Q_k^{\rm s}}\right]\,} \tag{7}$$

The single unknown is $Q_{\rm out}$. Once it is found, (6) gives every gain.

## One root, and it is a solution

Let $f(Q)$ be $Q$ minus the right side of (7) with $Q_{\rm out}$ replaced by $Q$. The first term rises with $Q$ and each exponential falls, so $f$ is strictly increasing. At $Q=0$ it is negative. At $Q=Q_{\rm in}$ it equals $\sum_kQ_k^{\rm in}(1-e^{-\alpha_kL})>0$. There is therefore exactly one root between $0$ and $Q_{\rm in}$.

A closer lower limit helps a numerical search. If $Q_{\rm in}-\zeta L$ is positive, insert it for $Q$. The exponents become $b_kL-\alpha_kL=g_kL\ge0$, so the sum is at least $Q_{\rm in}$ and $f$ is negative. The root lies above this value.

So far, any solution of (1) and (2) must satisfy (7). The converse also holds. Take the root, set $S_L=(Q_{\rm in}-Q_{\rm out})/\zeta$, and write trial fluxes in terms of an unknown $S(z)$:

$$Q_k=Q_k^{\rm in}e^{b_kS-\alpha_kz}\ \text{(forward)},\qquad Q_k=Q_k^{\rm in}e^{b_k(S_L-S)-\alpha_k(L-z)}\ \text{(backward)}.$$

Fix $S$ at each $z$ by the photon budget up to that point:

$$\zeta S+\sum_ku_kQ_k=\sum_{\rm fwd}Q_k^{\rm in}-\sum_{\rm bwd}Q_k^{\rm in}G_k. \tag{8}$$

The left side runs from $-\infty$ to $\infty$ as $S$ does, with slope $\zeta+\sum_kb_kQ_k>0$, so $S(z)$ exists and is unique. At $z=0$ the value $S=0$ satisfies (8) by inspection. At $z=L$ the value $S=S_L$ turns (8) into (4), which holds by construction. The trial fluxes therefore have the correct inputs. Differentiate (8) with respect to $z$. At fixed $S$, the derivative of the left side is $-\sum_k\alpha_kQ_k$, so

$$\frac{dS}{dz}=\frac{\sum_k\alpha_kQ_k}{\zeta+\sum_kb_kQ_k}.$$

This is (2) solved for $x$. With $x=dS/dz$, the trial fluxes also satisfy (1). The root of (7) thus belongs to a true solution, and (8) supplies its interior profile.

The directions $u_k$ do not appear in (7). Within this model, launching a pump from the other end at the same power changes the inversion profile but none of the gains.

## Limits

**Weak light.** If $Q_{\rm in}\ll Q_k^{\rm s}$ for every channel, the second term in (6) is negligible and $G_k\to e^{-\alpha_kL}$. The fibre is an unpumped absorber.

**One channel.** Put $w=Q_{\rm out}/Q^{\rm s}$ and $v=Q_{\rm in}/Q^{\rm s}$. Equation (7) reads $w=v\,e^{-\alpha L+v-w}$, or

$$we^w=v\,e^{v-\alpha L},\qquad Q_{\rm out}=Q^{\rm s}\,W\!\left(v\,e^{v-\alpha L}\right),$$

where $W$ is the Lambert function, the inverse of $w\mapsto we^w$. Taking logarithms gives $Q_{\rm out}=Q_{\rm in}-Q^{\rm s}\alpha L+Q^{\rm s}\ln(Q_{\rm in}/Q_{\rm out})$. A strong beam that keeps most of its flux has a small last term. It loses a nearly fixed number of photons per metre instead of a fixed fraction.

## How one channel acts on another

Change one input by $dq$ in channel $j$ and hold the other inputs fixed. Let $D=Q_{\rm in}-Q_{\rm out}$. From (6), $dG_k=G_k\,dD/Q_k^{\rm s}$, so

$$dQ_{\rm out}=G_j\,dq+B\,dD,\qquad B=\sum_k\frac{Q_k^{\rm out}}{Q_k^{\rm s}}.$$

Since $dD=dq-dQ_{\rm out}$, this gives $(1+B)\,dD=(1-G_j)\,dq$, and therefore

$$\frac{\partial\ln G_k}{\partial Q_j^{\rm in}}=\frac{1-G_j}{(1+B)\,Q_k^{\rm s}}. \tag{9}$$

More light in a channel that is absorbed overall ($G_j<1$) raises all gains. More light in an amplified channel lowers them all, its own included. The factor $1+B$ measures how firmly strong output beams hold the inversion in place.

## A five-channel amplifier

Take $n=5\times10^{24}\ \mathrm{m^{-3}}$, $\tau=10$ ms, a doped radius $r=1.4\ \mu$m and $L=18$ m. Then $A=6.158\ \mathrm{\mu m^2}$ and $\zeta=3.079\times10^{15}\ \mathrm{s^{-1}m^{-1}}$. For a Gaussian mode of radius $w_k$, the overlap is $\Gamma_k=1-e^{-2r^2/w_k^2}$. With $w_k=2.0\ \mu$m at 980 nm and $2.8\ \mu$m for the other channels, $\Gamma_k$ is 0.625 and 0.393.

The absorption cross-section is $2\times10^{-25}\ \mathrm{m^2}$ at 980 nm. In the 1480–1600 nm band it is a sum of three Gaussians in wavelength, with heights 3.0, 2.0 and 2.2 (in $10^{-25}\ \mathrm{m^2}$), centres 1530, 1545 and 1490 nm, and standard deviations 4, 12 and 25 nm. Emission in this band follows from the McCumber relation $\sigma_e=\sigma_a\exp[hc(1/\lambda_0-1/\lambda)/k_BT]$, with $\lambda_0=1530$ nm and $T=300$ K.

The 1480 nm pump travels backward and all other channels forward. Input fluxes are $P\lambda/hc$.

| $\lambda$ (nm) | $P_{\rm in}$ (mW) | $Q^{\rm in}$ ($10^{15}\,\mathrm{s^{-1}}$) | $\alpha$ (m$^{-1}$) | $g$ (m$^{-1}$) |
|---|---|---|---|---|
| 980 | 40 | 197.34 | 0.6247 | 0 |
| 1480 | 20 | 149.01 | 0.3995 | 0.1386 |
| 1535 | 0.2 | 1.545 | 0.6339 | 0.7021 |
| 1550 | 0.2 | 1.561 | 0.3851 | 0.5770 |
| 1560 | 0.2 | 1.571 | 0.1887 | 0.3449 |

In units of $10^{15}\ \mathrm{s^{-1}}$, the total input is 351.02 and the lower limit $Q_{\rm in}-\zeta L$ is 295.61. A bracketed root search between them gives $Q_{\rm out}=315.00$. The difference, 36.02, is the rate of spontaneous decay. Dividing by $\zeta$ gives $S_L=11.70$ m, a mean inversion of 0.650. Equation (5) then yields:

| $\lambda$ (nm) | $\alpha L$ | $b\,S_L$ | $\ln G$ | Gain (dB) | $P_{\rm out}$ (mW) |
|---|---|---|---|---|---|
| 980 | 11.244 | 7.309 | −3.935 | −17.1 | 0.78 |
| 1480 | 7.192 | 6.296 | −0.896 | −3.9 | 8.17 |
| 1535 | 11.410 | 15.632 | 4.221 | 18.3 | 13.62 |
| 1550 | 6.931 | 11.257 | 4.326 | 18.8 | 15.12 |
| 1560 | 3.397 | 6.243 | 2.846 | 12.4 | 3.44 |

The 1480 nm pump is poorly absorbed, and (1) shows why. Its absorption vanishes at $x=\alpha/b=0.742$. The local inversion is 0.506 where this pump enters, 0.583 at mid-fibre and 0.914 at $z=0$. The pump is absorbed over the first part of its path and amplified near its exit.

The other channels matter greatly to the 980 nm pump. Launched alone, it would leave with 29.1 mW instead of 0.78 mW, because only spontaneous decay would return ions to the ground level. In the full amplifier the signals also return them, by stimulated emission. The 1480 nm pump is absorbed overall and on balance spares the 980 nm light: without it, (7) gives only 0.61 mW at 980 nm.

Here $B=98.7$. By (9), the 1550 nm gain rises by 0.066 dB per added milliwatt at 980 nm and falls by 7.1 dB per added milliwatt of 1535 nm input. These are local slopes. If the 1535 nm signal is removed with all other inputs held fixed, (7) gives 20.9 dB at 1550 nm and 13.5 dB at 1560 nm, rises of 2.1 and 1.2 dB. The slope times 0.2 mW would predict only 1.4 dB at 1550 nm.

## Where the reduction fails

Background loss with coefficient $\ell$ adds $-\ell Q_k$ to (1). The budget becomes

$$Q_{\rm in}-Q_{\rm out}=\zeta S_L+\ell\int_0^L\sum_kQ_k\,dz,$$

which involves fluxes inside the fibre, so the total input and output alone no longer determine $S_L$. Amplified spontaneous emission adds a source $2g_kx\,\Delta\nu$ to each frequency bin of width $\Delta\nu$, the 2 counting polarisations. Dividing by $Q_k$ then no longer leaves an expression in $x$ alone.

To size these effects, the steady-state equations were solved numerically for $x$ at 121 points along the fibre, with the inputs held fixed. Emission was followed both ways in 48 bins of 2.5 nm from 1480 to 1600 nm. Upconversion was modelled as an extra decay $C(nx)^2$ per unit volume. The gain changes at 1550 nm, relative to the same solution without the added effect, are:

- background loss of 10 dB/km: −0.15 dB;
- amplified spontaneous emission: −0.03 dB;
- upconversion with $C=10^{-24}\ \mathrm{m^3/s}$: −0.02 dB;
- inversion free to differ among four rings of equal area: below 0.001 dB;
- all four together: −0.20 dB.

The ring result is small for a reason. The four channels from 1480 to 1560 nm share one mode, and hence one overlap-weighted integral of $x$. Their combined output is fixed by the photon budget, apart from the decays and the leftover 980 nm light. A small change in either, divided by $\zeta$, shifts that integral by only about one hundredth as much, since these channels supply nearly all of $B$. Here each change alone is worth about 0.001 dB at 1550 nm, and the two largely cancel: the decays fall while the leftover 980 nm light rises. Modes that differ within the band would weaken this argument.

## Beside a real amplifier

The density, lifetime, doped radius, pump powers and gains lie in the rough range of erbium-doped silica fibre amplifiers. The cross-sections have the right order of magnitude, but the Gaussian sum falls too quickly at long wavelengths, leaving almost no gain near 1600 nm, where real fibre can still amplify. The emission cross-sections are also low for the chosen lifetime: at a refractive index of 1.45 they imply a radiative lifetime of about 20 ms, not 10 ms. The mode radii are rough too. A step-index fibre with both values would guide more than one mode at 980 nm, and letting its mode radius vary between 1480 and 1560 nm, with 2.8 $\mu$m kept at 1550 nm, shifts the signal gains by up to 0.24 dB. Keeping that value at another wavelength in the band can give a larger shift. The gains above are therefore those of the stated model and not of a particular fibre. Real fibre breaks the assumption of zero background loss; at the rough value of 10 dB/km this is the largest of the separate effects listed in the previous section. That order depends on the upconversion coefficient: with $C=10^{-23}\ \mathrm{m^3/s}$, upconversion would lower the 1550 nm gain by 0.17 dB, slightly more than this loss does. Amplified spontaneous emission is minor because the signals saturate the amplifier: it carries 0.33 mW out of both ends, against 32 mW of signal. With much weaker signals and higher gain it can take a large share of the stored energy, and (7) then overestimates the gain. The 980 nm pump level, with a rough lifetime of 10 $\mu$s, holds about 0.3% of the ions at $z=0$ and at most 0.6%, near $z=6$ m, where less pump light meets more ground-level ions. Keeping this level explicitly, with equal absorption and emission cross-sections at 980 nm, lowers the 1550 nm gain by 0.02 dB and raises the leftover 980 nm light by 0.26 dB. The two-level treatment is therefore adequate for the signals in this example.

Numerical values quoted here were computed with a short program.
